The Marvin integral M⁰(2p,2p) for hydrogenic orbitals and its factor of two

**Question**

I am working through the radial integrals of the Breit–Pauli Hamiltonian, and one exercise asks me to show that, for two electrons in hydrogenic 2p orbitals,

M⁰(2p,2p) = 7α²Z³/6144 hartree,

where the Marvin integral has the prefactor α²/4. I took the kernel for k = 0 to be 1/r_>³, with r_> the larger of the two radii, and wrote

M⁰ = (α²/4) ∫₀^∞ dr₁ ∫₀^∞ dr₂ P²(r₁) P²(r₂) / r_>³.

This gives me 7α²Z³/3072, which is twice the required value. I have repeated the integration and cannot find a mistake in it. Where does the factor of two come from? I would also like to know what the integral means. A factor 1/r³ looks dangerous at the nucleus, and I can't tell whether the answer is large or small compared with the ordinary spin-orbit coupling.

**Answer**

Your integration is right. The discrepancy lies in the region of integration. With the prefactor α²/4, the definition that gives the stated result contains one radial ordering, r₂ < r₁, whereas you integrated over both.

**The definition**

I use atomic units: lengths in bohr, energies in hartree, and α the fine-structure constant. The nucleus is a point charge Z of infinite mass. For orbitals a and b with radial functions P = rR, normalized so that ∫P² dr = 1, the definition is

M^k(a,b) = (α²/4) ∫₀^∞ dr₁ P_a²(r₁) r₁^(−k−3) ∫₀^(r₁) dr₂ r₂^k P_b²(r₂).

The inner integral stops at r₁, so electron 2 is always the inner one. For k = 0 and a = b = 2p this becomes

M⁰ = (α²/4) ∫₀^∞ dr₁ [P²(r₁)/r₁³] ∫₀^(r₁) dr₂ P²(r₂).

Your integral covers the whole quadrant r₁ > 0, r₂ > 0. Split it along the line r₁ = r₂. In the half with r₂ < r₁ the larger radius is r₁, and the integral is the one above. In the other half the larger radius is r₂. Exchanging the names r₁ and r₂ there turns it into the first half, because both electrons have the same density P². The two halves are therefore equal, and

whole quadrant = 2 × one ordering.

You may keep the whole quadrant if you use the prefactor α²/8. For two different orbitals the exchange of names also exchanges a and b, so the two halves are then M^k(a,b) and M^k(b,a), which need not be equal.

**The orbital**

The hydrogenic 2p radial function has the form P = N r² e^(−Zr/2). To check this, differentiate twice:

P′ = N (2r − Zr²/2) e^(−Zr/2)

P″ = N (2 − 2Zr + Z²r²/4) e^(−Zr/2).

For l = 1 the centrifugal term l(l+1)/(2r²) is 1/r², so the radial Hamiltonian gives

−P″/2 + P/r² − ZP/r
= N [−1 + Zr − Z²r²/8 + 1 − Zr] e^(−Zr/2)
= −(Z²/8) P.

This is the radial equation with the n = 2 energy −Z²/8. The normalization follows from ∫₀^∞ r⁴ e^(−Zr) dr = 4!/Z⁵ = 24/Z⁵, so N² = Z⁵/24 and

P²(r) = Z⁵ r⁴ e^(−Zr)/24.

**Taking out the dependence on Z**

Set x = Zr₁ and y = Zr₂. Then

P²(r₁) dr₁ = (Z⁵/24)(x⁴/Z⁴) e^(−x) (dx/Z) = x⁴ e^(−x) dx/24,

and the same holds for electron 2 with y. All powers of Z cancel here, as they must for a probability. The factor that remains is 1/r₁³ = Z³/x³, so

M⁰ = (α²Z³/4) J,

J = (1/24) ∫₀^∞ dx x e^(−x) Q(x),

Q(x) = (1/24) ∫₀^x dy y⁴ e^(−y).

The factor x in J is x⁴/x³. The function Q is the probability that electron 2 lies inside the radius of electron 1.

This form also settles your worry about the nucleus. For small x the exponential in Q is close to 1, so Q ≈ x⁵/120, and the integrand of J, apart from the prefactor 1/24, starts as x⁶/120. The 2p density alone already compensates the factor 1/r₁³, since x⁴/x³ = x vanishes at the nucleus, and the requirement that the other electron be still closer in suppresses this region further. For an s orbital the density alone would not be enough: ⟨r⁻³⟩ diverges there, and only the factor Q makes the integral converge.

**The inner integral**

Let I_n(x) = ∫₀^x yⁿ e^(−y) dy. Integration by parts gives

I_n = −xⁿ e^(−x) + n I_(n−1).

Dividing by n! turns this into a simple recursion:

I_n/n! = I_(n−1)/(n−1)! − xⁿ e^(−x)/n!.

Each step subtracts one more term. Starting from I₀ = 1 − e^(−x) and going up to n = 4, we find

Q(x) = I₄/24 = 1 − e^(−x) (1 + x + x²/2 + x³/6 + x⁴/24).

This vanishes at x = 0 and tends to 1 at large x, as a probability of being inside should.

**The outer integral**

Insert Q into J. The leading 1 contributes

∫₀^∞ x e^(−x) dx = 1.

The term with x^j/j! carries two exponentials, one from each electron, and contributes

∫₀^∞ x^(j+1) e^(−2x) dx / j! = (j+1)!/(j! 2^(j+2)) = (j+1)/2^(j+2).

For j = 0 to 4 these terms are 1/4, 2/8 = 1/4, 3/16, 4/32 = 1/8 and 5/64. Over the common denominator 64 their sum is

(16 + 16 + 12 + 8 + 5)/64 = 57/64.

Therefore

J = (1/24)(1 − 57/64) = (1/24)(7/64) = 7/1536,

and

M⁰(2p,2p) = (α²Z³/4)(7/1536) = 7α²Z³/6144 hartree.

With your region of integration J is replaced by 2J, which gives your 7α²Z³/3072.

**A second route, with less cancellation**

The subtraction 1 − 57/64 removes most of the leading term, so it is worth confirming the 7 in another way. The region 0 < y < x can also be covered by fixing y first and letting x run from y to infinity. The inner integral is then

∫_y^∞ x e^(−x) dx = (1 + y) e^(−y),

and what remains is a sum of two positive terms:

J = (1/24)(1/24) ∫₀^∞ y⁴ (1 + y) e^(−2y) dy
= (1/24)(1/24)(4!/2⁵ + 5!/2⁶)
= (1/24)(1/32 + 5/64)
= (1/24)(7/64).

The result is again 7/1536.

**What the integral measures**

One direct physical reading comes from the spin-orbit coupling of electron 1 in the field of electron 2. Average electron 2 over its three 2p orientations, so that its charge cloud is spherical. For radii r and s, with u the cosine of the angle between the two position vectors, the angular average of the Coulomb repulsion is

(1/2) ∫₋₁¹ du / √(r² + s² − 2rsu)
= [(r + s) − |r − s|]/(2rs)
= 1/max(r,s).

The repulsion energy of electron 1 at radius r is therefore

V₂(r) = (1/r) ∫₀^r P²(s) ds + ∫_r^∞ P²(s)/s ds.

In the derivative, the moving limits contribute +P²(r)/r from the first term and −P²(r)/r from the second. These cancel, leaving

dV₂/dr = −Q/r²,

where Q is now evaluated at x = Zr. Only the charge inside r acts on the electron. Adding the nuclear potential −Z/r gives

dV/dr = (Z − Q)/r².

The standard expression for the coupling of an electron's spin to its own orbital motion in a central potential has the constant

ζ = (α²/2) ⟨(1/r) dV/dr⟩ = (α²/2) ⟨(Z − Q)/r³⟩.

For the nuclear part we need

⟨r⁻³⟩ = (Z³/24) ∫₀^∞ x e^(−x) dx = Z³/24,

so the nucleus contributes α²Z⁴/48. The part with Q contains the same double integral as M⁰, but with the prefactor α²/2 in place of α²/4. It therefore contributes −2M⁰:

ζ = α²Z⁴/48 − 2M⁰ = (α²Z³/48)(Z − 7/64).

Electron 2 thus screens the nucleus by 7/64 of a unit charge in this quantity, and the fractional reduction is 7/(64Z). This is the direct own-orbit part of the two-electron interaction for a spherically averaged electron 2; in a definite term the cloud is not spherical and this part changes. The coupling of one electron's spin to the other's orbital motion, the exchange terms and the spin-spin interaction are separate contributions. Together they can far exceed the direct part. In the ³P₂ level of 2p², whose nuclear spin-orbit energy is half the nuclear constant, the spherical screening alone would give −M⁰, whereas the full two-electron spin-orbit operator gives −6M⁰ and the spin-spin interaction a further −0.4M⁰. The two-electron spin-orbit reduction is then six times the fraction 7/(64Z), about 11 per cent at Z = 6. These terms must be included when the fine structure of a two-electron state is calculated.

Two comparisons show why this direct screening is so weak. If electron 2 were concentrated at the nucleus, Q would be 1 everywhere and the screening would be one full unit. If instead we averaged Q over the ordinary density of electron 1, we would get

∫₀^∞ P² Q dr = ∫₀¹ Q dQ = 1/2,

since P² dr = dQ. Two electrons with the same distribution are equally likely to be in either order. The factor 1/r³ changes the weight of electron 1 from x⁴e^(−x)/24 to x e^(−x), which lowers the mean value of x from 5 to 2. Electron 1 is then sampled close to the nucleus, where little of the other electron's charge lies inside it.

**Numbers for Z = 6**

Take Z = 6 as a round model parameter, with two electrons in unscreened 2p orbitals. The one-ordering integral is

J Z³ = (7/1536) × 216 = 0.984375 bohr⁻³.

With α² = 5.3251 × 10⁻⁵,

M⁰ = (5.3251 × 10⁻⁵/4) × 0.984375 = 1.310 × 10⁻⁵ hartree,

which corresponds to 2.88 cm⁻¹. For comparison, ⟨r⁻³⟩ = 216/24 = 9 bohr⁻³, and the nuclear spin-orbit constant is

(5.3251 × 10⁻⁵/2) × 6 × 9 = 1.438 × 10⁻³ hartree.

The screening contribution is −2M⁰ = −2.621 × 10⁻⁵ hartree. Its size relative to the nuclear constant is

2.621 × 10⁻⁵ / 1.438 × 10⁻³ = 0.0182,

or about 1.8 per cent, in agreement with 7/(64 × 6). Differentiating the repulsion energy numerically and averaging the slope gives the same screening contribution, as the numerical output shows.

The probability Q itself is not small everywhere. At r = 1 bohr, where x = 6, it is

Q = 1 − e^(−6)(1 + 6 + 18 + 36 + 54) = 0.715.

That radius carries little weight in the nuclear part of the spin-orbit constant, because x e^(−x) peaks at x = 1, which is r = 1/6 bohr. The screening part is weighted by x e^(−x) Q instead. The extra factor Q favours larger radii, so the region around 1 bohr matters more there.

**Where the formula applies**

The factor 7/6144 belongs to the shape r²e^(−Zr/2). If you use an orbital of this shape with an effective charge Z_e, the integral is 7α²Z_e³/6144, because the nuclear charge enters M⁰ only through the orbital. In the nuclear part of ζ the two roles separate: the potential supplies the actual Z, while ⟨r⁻³⟩ supplies Z_e³/24.

In a real atom the electrons repel one another and reshape the orbitals. For a fixed number of electrons this effect is of order 1/Z relative to the attraction of the nucleus, but it need not be small at Z = 6. Because M⁰ grows as the cube of the effective charge, lowering that charge from 6 to 3 would divide the integral by eight. The figure of 2.88 cm⁻¹ therefore describes the model and should not be read as a prediction for an atom. If Z is increased with the number of electrons held fixed, the repulsion matters less, but the nonrelativistic orbital becomes the weak point, with relative corrections governed by (Zα)². The formula is thus a leading-order result for a hydrogenic orbital, best suited to ions in which the nuclear attraction dominates while Zα is still small.

Values computed for the example and the checks

```
fine-structure constant alpha = 0.007297353 (dimensionless)
alpha^2 = 5.325135e-05 (dimensionless)
terms (j+1)/2^(j+2), j=0..4: 1/4, 1/4, 3/16, 1/8, 5/64
sum of these terms = 57/64
J from the finite sum = 7/1536 = 0.00455729
reversed-order terms: 1/32, 5/64
J from reversed order = 7/1536
J by quadrature, Z=1: 0.00455729
J from diagonalized orbital, Z=1: 0.004557
2p energy from diagonalization, Z=1: -0.125000 hartree
one-ordering integral, Z=1.0: 0.00455729 bohr^-3
one-ordering integral, Z=2.5: 0.07120768 bohr^-3
one-ordering integral, Z=6.0: 0.98437500 bohr^-3
whole-quadrant integral, Z=6: 1.96875000 bohr^-3
ratio whole quadrant / one ordering = 2.000000
worked example: Z = 6
sample radius = 1.0 bohr
Q at sample radius = 0.714943 (probability)
mean r^-3 = 9.000000 bohr^-3
M0 from formula = 1.310483e-05 hartree
M0 from quadrature = 1.310483e-05 hartree
M0 converted = 2.8762 cm^-1
nuclear spin-orbit constant = 1.437787e-03 hartree
screening from potential slope = -2.62096e-05 hartree
-2 M0 = -2.62097e-05 hartree
fractional reduction = 0.018229 (dimensionless)
7/(64 Z) = 0.018229 (dimensionless)
```
